# Why a charged gate-stack interface has no unique dipole

Five flat-band voltages of one family of gate stacks, with the work-function difference between gate and silicon subtracted, lie on a straight line. Plotted against equivalent oxide thickness, the line meets the voltage axis at 354 mV. Plotted against the thickness of the high-k film, the same five voltages give an intercept of 122 mV. Each intercept can be read as "the interface dipole", and neither contains an arithmetic error. What property of the interface has two values?

**The belief and its appeal**

The belief is this. Charge near the interface between the oxide interlayer and the high-k film has a first moment, the sum of charge times position. The first moment of a charge distribution is its dipole, a dipole layer produces a potential step, and so the interface has a definite potential step that adds to the voltage of any fixed charge.

Each part is sound for a neutral layer. The belief also tempts because the interface looks like a natural place from which to measure position, so the choice of origin goes unnoticed. The trouble begins when the layer carries net charge.

Let $z$ run from the silicon surface, $z=0$, to the metal gate, $z=L$. Let $\rho(z)$ be the added charge density averaged over the plane, without the polarization charge that the permittivity $\varepsilon(z)$ already describes. Its net sheet charge is $Q=\int_0^L\rho\,dz$. The first moment about a plane $a$ is

$$p(a)=\int_0^L(z-a)\rho\,dz=\int_0^L z\rho\,dz-a\int_0^L\rho\,dz=p(0)-aQ .$$

If $Q=0$, the plane drops out. If $Q\neq0$, $p(a)$ can be given any value by a choice of $a$. The remaining question is whether the voltage inherits this freedom. It does not, and the derivation shows what compensates.

**The voltage of the stack**

Assume linear dielectrics, charge that stays fixed, and an ideal metal gate. Gauss's law for the displacement is $dD/dz=\rho$, so

$$D(z)=D_0+\int_0^z\rho(z')\,dz',$$

where $D_0$ is the displacement in the oxide at the silicon surface. Since $d\phi/dz=-D/\varepsilon$, the potential difference $V=\phi(L)-\phi(0)$ is

$$V=-D_0\int_0^L\frac{dz}{\varepsilon(z)}-\int_0^L\frac{dz}{\varepsilon(z)}\int_0^z\rho(z')\,dz' .$$

Define the electrostatic distance from the silicon surface,

$$s(z)=\int_0^z\frac{dz'}{\varepsilon(z')},\qquad S=s(L).$$

In the double integral, a charge at $z'$ contributes to the displacement at all $z$ between $z'$ and $L$. Doing the $z$ integral first therefore gives the factor $\int_{z'}^L dz/\varepsilon=S-s(z')$, and

$$V=-D_0S-\int_0^L\rho(z)\,[S-s(z)]\,dz. \qquad (1)$$

No reference plane appears. One enters when the voltage is divided into a "charge" part and a "dipole" part. Write

$$S-s(z)=[S-s(a)]-[s(z)-s(a)]$$

and insert it in (1). The first bracket does not depend on $z$ and multiplies $Q$:

$$V=-D_0S-Q\,[S-s(a)]+M(a), \qquad (2)$$

$$M(a)=\int_0^L\rho(z)\,[s(z)-s(a)]\,dz. \qquad (3)$$

The middle term of (2) is the voltage of a sheet $Q$ placed at $a$. $M(a)$ is the apparent dipole step. It is the first moment with position replaced by electrostatic distance; in a uniform dielectric $s=z/\varepsilon$ and $M=p/\varepsilon$. For a neutral pair with its positive charge nearer the gate, $M>0$: the gate side is at the higher potential.

Because $ds/da=1/\varepsilon(a)$, away from a discontinuity of $\varepsilon$,

$$\frac{dM}{da}=-\frac{Q}{\varepsilon(a)},\qquad \frac{d}{da}\Big(-Q[S-s(a)]\Big)=+\frac{Q}{\varepsilon(a)} .$$

The two changes cancel. Moving the origin transfers voltage between two entries of an account whose total is fixed.

**Is the step itself not a physical quantity?**

One may object that a potential step can be seen directly: continue the potential from the charge-free region on each side to the interface and read off the jump. On the silicon side the displacement is $D_0$, and on the gate side it is $D_0+Q$. The continued potentials are

$$\phi_-(z)=\phi(0)-D_0s(z),\qquad \phi_+(z)=\phi(L)+(D_0+Q)[S-s(z)] .$$

Their difference at $a$ is

$$\begin{aligned}\phi_+(a)-\phi_-(a)&=V+(D_0+Q)[S-s(a)]+D_0s(a)\\&=V+D_0S+Q[S-s(a)]=M(a),\end{aligned}$$

where the last equality is (2). The jump is indeed $M(a)$, whatever the value of $D_0$. But when $Q\neq0$ the two continued potentials have different slopes at the same place, so the gap between them depends on where it is measured. For $Q=0$ the slopes agree and the gap is the same everywhere.

One could also try to remove the ambiguity by subtracting the net charge as a sheet at some plane $b$. The remainder, $\rho(z)-Q\,\delta(z-b)$, is neutral, so its moment has no origin dependence. Evaluated about any $a$, that moment is

$$M(a)-Q[s(b)-s(a)]=\int_0^L\rho\,s\,dz-Q\,s(b)=M(b).$$

The choice has only moved from the origin to the position of the subtracted sheet.

**One stack, three readings**

Take a 1.0 nm interlayer of relative permittivity 3.9 and a 4.0 nm high-k film of relative permittivity 20. A uniform layer 0.3 nm wide on the interlayer side of the interface holds $12\times10^{12}$ negative elementary charges per cm². A uniform layer 0.5 nm wide on the high-k side holds $17\times10^{12}$ positive ones. The excess is $5\times10^{12}$ cm⁻², or $Q=0.80$ µC/cm². At flat band, with no charge at the silicon surface, $D_0=0$. The difference of work functions between gate and silicon adds a constant to the measured voltage and is left out here.

In units of charges per nm², the layers hold $-0.12$ and $+0.17$. Their centres lie 0.15 nm below and 0.25 nm above the interface. About the interface,

$$p/e=(-0.12)(-0.15)+(0.17)(0.25)=0.0180+0.0425=0.0605\ \text{nm}^{-1}.$$

Moving the origin 1 nm down to the silicon surface adds $0.05\times1$ and gives 0.1105. Moving it 4 nm up to the gate subtracts $0.05\times4$ and gives $-0.1395$. The moment has changed sign although no charge has moved.

For the voltage, the interlayer charge must be divided by the interlayer permittivity $\varepsilon_1$ and the high-k charge by $\varepsilon_2$. A moment of 0.05 $e$/nm is worth 232.0 mV in the interlayer and 45.2 mV in the high-k film. Hence

$$M(\text{interface})=\frac{0.0180}{0.05}(232.0)+\frac{0.0425}{0.05}(45.2)\approx84+38=122\ \text{mV}.$$

Equation (2) then gives the same voltage from every plane:

- Silicon surface: sheet term $-412.9$ mV, dipole term $+354.0$ mV.
- Interface: sheet term $-181.0$ mV, dipole term $+122.0$ mV.
- Gate: sheet term 0, dipole term $-59.0$ mV.

Each pair adds up to $V=-59$ mV, the value obtained by solving Poisson's equation for the stack. Taking the dipole term from the interface and the sheet term from the silicon surface gives $-412.9+122.0\approx-291$ mV. This is wrong by $Qd_1/\varepsilon_1=232$ mV, where $d_1$ is the interlayer thickness. Such a mixture of planes is an actual error; the choice of a plane is not.

There is also a plane $a^*$ at which the apparent dipole vanishes. Setting (3) to zero gives $s(a^*)=\int\rho s\,dz/Q$. Here it lies $122.0/45.2=2.70$ nm above the interface, at $z=3.70$ nm, well outside the charged layers. The bare moment vanishes elsewhere, at $1+0.0605/0.05=2.21$ nm, because it weights both materials equally. If all the charge had one sign, $s(a^*)$ would be a weighted average of $s$ and $a^*$ would lie within the extent of the charge. With both signs present, letting $Q$ tend to zero at a fixed nonzero dipole sends $s(a^*)$ to infinity, and the stack then contains no plane without a dipole.

**Where the two intercepts come from**

Now vary the high-k thickness $t$ and hold the interlayer and the interface charge fixed. Every film in the series must be thick enough to contain the whole positive layer. Put $a=d_1$ in (2), with $D_0=0$. Then $S-s(d_1)=t/\varepsilon_2$ and

$$V(t)=M(d_1)-\frac{Q}{\varepsilon_2}\,t .$$

The intercept at $t=0$ is the moment about the interface. It is a continuation of the line, not the voltage of a stack without high-k, since such a stack could not hold the positive layer.

The equivalent oxide thickness is $t_{\rm eq}=\varepsilon_1S=d_1+t\,\varepsilon_1/\varepsilon_2$, the interlayer being taken as the reference oxide. Put $a=0$ in (2):

$$V=M(0)-\frac{Q}{\varepsilon_1}\,t_{\rm eq}.$$

The intercept at $t_{\rm eq}=0$ is the moment about the silicon surface. For high-k films of 2, 3, 4, 5 and 6 nm the voltages are 31.5, $-13.7$, $-59.0$, $-104.2$ and $-149.5$ mV. Their slope is $-45.2$ mV per nm of high-k, or $-232$ mV per nm of equivalent oxide, and the intercepts are 122 and 354 mV. The two slopes carry the same $Q$. The two intercepts differ by $Qd_1/\varepsilon_1$ because they refer to planes 1 nm apart.

A third experiment gives a third answer. Hold the high-k film at 4 nm and vary the interlayer, with the charge keeping its distance from the interface. The moment $M(d_1)$ depends only on distances from the interface, so $V=M(d_1)-Qt/\varepsilon_2$ does not depend on $d_1$. With $D_0=0$ there is no field in the charge-free part of the interlayer, and making that part thicker costs no voltage. The plot is a horizontal line at $-59$ mV, which is the moment about the gate. A reader of this line might report no net charge and a small negative dipole, although the stack contains the same $Q$ as before. Charge at the silicon surface would tilt the line, since it contributes $-D_0S$.

**What can be said without a convention**

The pair $Q$ and $M(a)$, with $a$ named, is complete for the voltage: given $\varepsilon(z)$ and $D_0$, it fixes $V$ through (2), and it yields $M$ at any other plane. The voltage between two named planes is also unambiguous.

A change of dipole between two samples is unique if their net charges and permittivity profiles are equal. From (3),

$$M_2(a)-M_1(a)=\int_0^L(\rho_2-\rho_1)\,s\,dz-s(a)\,(Q_2-Q_1),$$

and the last term vanishes for $Q_1=Q_2$. Adding $2\times10^{12}$ cm⁻² of charge to both layers raises $M$ by 18.4 mV about every plane, and raises $V$ by the same 18.4 mV.

Adding that charge to the positive layer alone is different. The apparent dipole rises by 97.3 mV about the silicon surface and by 4.5 mV about the interface, while the voltage falls by 67.9 mV. A treatment that alters net charge therefore cannot be credited with a dipole change until the plane is stated.

Approximate uniqueness is possible when $Q$ is small. An uncertainty $\delta a$ in the plane changes $M$ by $Q\,\delta a/\varepsilon$. In this example 0.1 nm is worth 23 mV in the interlayer and 4.5 mV in the high-k film. If that is small beside $M$, speaking of "the" dipole does little harm.

The same caution applies to statistics. Suppose the interface consists of patches, each wide compared with the stack thickness, so that (3) holds patch by patch. With $X=\int\rho s\,dz$ we have $M(a)=X-s(a)Q$, and the variance over patches is

$$\operatorname{Var}M(a)=\operatorname{Var}X-2s(a)\operatorname{Cov}(X,Q)+s(a)^2\operatorname{Var}Q .$$

If $Q$ varies between patches, even the spread of the "dipole" depends on the plane. If it does not, the spread is $\operatorname{Var}X$ for every plane.

**Beside a real stack**

The thicknesses and permittivities are rough values for a silicon dioxide/hafnium dioxide stack. The net charge is on the high side for a well-annealed one. With a tenth of it and the same 122 mV about the interface, the reading about the silicon surface would be about 145 mV instead of 354 mV. Several planar effects correct the voltage. Letting $\varepsilon$ rise linearly over 0.5 nm centred on the interface, with the charges held fixed, moves $V$ from $-59$ to $-96$ mV and the moment about the nominal interface plane from 122 to 88 mV. The size of this correction depends on the profile: if $1/\varepsilon$ varies linearly over the same width, $V$ is $-58$ mV and the moment 135 mV. With a graded step this moment no longer coincides exactly with the intercept at zero high-k thickness. On this scale of a few bond lengths a local permittivity is itself a model. Field penetration into the gate, with a rough screening length of 0.05 nm, adds another $-45$ mV; with $t_{\rm eq}$ computed from the film thicknesses, it shifts both intercepts of the high-k series equally and leaves their difference alone. If $t_{\rm eq}$ is taken from the capacitance, it includes the screening length, here about 0.2 nm of equivalent oxide. The intercept against $t_{\rm eq}$ then stays at 354 mV, the other falls to 77 mV, and their difference grows to 277 mV. Positive charge of $10^{11}$ cm⁻² at the silicon surface adds $-8$ mV. Charge elsewhere in the stack also enters the intercepts. A dipole at the gate side of the high-k film adds in full to both. A uniform positive charge of $5\times10^{18}$ cm⁻³ in the high-k film moves the fitted intercepts to about 154 and 478 mV, while the five points depart from a straight line by less than 5 mV. At flat band the peak plane-averaged field in the interlayer is 5.6 MV/cm, below a rough breakdown field of 10 MV/cm for silicon dioxide; an applied bias changes this field.

Two further assumptions concern the charge itself. With a rough effective mass of $0.5\,m_e$, a barrier of 3.1 eV and an attempt time of $10^{-13}$ s, the tunnelling time through the interlayer is about 35 ns. The prefactor is uncertain. If it is the capture time $1/(nv\sigma)$, with carrier density $n=10^{17}$ cm⁻³, thermal speed $v=10^7$ cm/s and cross-section $\sigma$ between $10^{-14}$ and $10^{-16}$ cm², the time lies between 35 µs and 3.5 ms. Either estimate is short compared with an ordinary capacitance–voltage sweep. Charge in levels that silicon can fill or empty may then follow the bias, and $Q$ is no longer one number for the whole measurement. Losing $2\times10^{12}$ cm⁻² from the positive layer would raise $V$ by 68 mV.

The charge is also discrete. There is on average one excess charge per square of side 4.5 nm, which is wider than the interlayer is thick. If such charges are placed at random, the silicon surface does not see a smooth sheet. Take silicon at 300 K with $10^{17}$ cm⁻³ doping and linear screening. If the excess charges alone are placed at random, in the mid-plane of the positive layer, the surface potential fluctuates by about 30 mV rms. If all charges of both layers are placed independently, the figure is about 100 mV. Both exceed the thermal voltage of about 26 mV, beyond which linear screening is not justified, so they indicate size only. They are comparable with the average voltage of $-59$ mV, to which equation (2) applies. The remaining values are in the numerical output below.

The two intercepts thus do not measure one quantity with different success. In the model stack, whose only charge lies at the interface, the value 354 mV belongs to the silicon surface and 122 mV to the interface, and each predicts the voltage correctly when $Q$ is placed at the same plane.

## Table of computed values

```
interlayer thickness: 1.0 nm
high-k thickness: 4.0 nm
relative permittivity, interlayer: 3.9 (no unit)
relative permittivity, high-k: 20.0 (no unit)
negative charges: 12.0 1e12 cm^-2
positive charges: 17.0 1e12 cm^-2
negative layer width: 0.3 nm
positive layer width: 0.5 nm
net sheet charge Q: 0.8011 uC/cm2
equivalent oxide thickness: 1.78 nm
bare moment about silicon surface: 0.1105 e/nm
bare moment about interface: 0.0605 e/nm
bare moment about gate: -0.1395 e/nm
apparent dipole step M at silicon surface: 354.0 mV
apparent dipole step M at interface: 122.0 mV
apparent dipole step M at gate: -59.0 mV
sheet term with plane at silicon surface: -412.9 mV
sheet term with plane at interface: -181.0 mV
sheet term with plane at gate: -0.0 mV
flat-band V from Poisson: -59.0 mV
plane where bare moment vanishes: 2.21 nm
plane where M vanishes: 3.70 nm
V with mixed planes (wrong): -291.0 mV
Q d_il / eps_il: 232.0 mV
series: high-k 2 nm, EOT 1.390 nm, V 31.5 mV
series: high-k 3 nm, EOT 1.585 nm, V -13.7 mV
series: high-k 4 nm, EOT 1.780 nm, V -59.0 mV
series: high-k 5 nm, EOT 1.975 nm, V -104.2 mV
series: high-k 6 nm, EOT 2.170 nm, V -149.5 mV
slope against EOT: -232.0 mV/nm
intercept at zero EOT: 354.0 mV
slope against high-k thickness: -45.2 mV/nm
intercept at zero high-k thickness: 122.0 mV
added charges in sample changes: 2.0 1e12 cm^-2
neutral pair: change of M, any plane: 18.4 mV
neutral pair: change of V: 18.4 mV
positive only: change of M at silicon: 97.3 mV
positive only: change of M at interface: 4.5 mV
positive only: change of V: -67.9 mV
permittivity grading width: 0.5 nm
graded permittivity: V: -95.9 mV
graded permittivity: M at interface: 88.2 mV
gate screening length (rough): 0.05 nm
V change from gate penetration: -45.2 mV
V change from +1e11 cm^-2 at silicon: -8.3 mV
peak field size in interlayer: 5.57 MV/cm
field in charge-free high-k: 0.45 MV/cm
tunnelling inputs (rough): mass 0.5 m_e, barrier 3.1 eV, attempt 1e-13 s
tunnelling time through interlayer: 35 ns
silicon: 300 K, doping 1e+17 cm^-3, Debye length 12.9 nm
mean spacing of net charges: 4.5 nm
rms surface potential, net charges only: 34 mV
rms surface potential, all independent: 101 mV
```
